# Spurious In-Plane Stress from Background Compensation of a Charged Monolayer: test program

```python
"""
Spurious in-plane stress of a charged layer compensated by a uniform background.
Result under test: relative to the open kernel -|z-z'|/(2 eps0), the background
and periodic images add the energy per area
    D = s^2 L/(24 eps0) + s q/(2 eps0 L)
and, at fixed charge and moments per cell, the in-plane stress -D.
s: net layer charge per area; q: second moment of layer charge per area about
the mid-plane (zero dipole); L: cell height. Positive stress means tension.
Internal units: charge e, length nm, eps0 = 1; converted to SI on printing.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from pyscf import gto, scf

NM = 1e-9
TO_N_PER_M = const.e**2 / const.epsilon_0 / NM**3
TO_VOLT = const.e / const.epsilon_0 / NM
HBAR2_OVER_M = const.hbar**2 / const.m_e / const.e / NM**2  # eV nm^2
BOHR_NM = const.physical_constants["Bohr radius"][0] / NM


def background_energy(s, q, height):
    """Derived formula for D, in internal units."""
    return s**2 * height / 24 + s * q / (2 * height)


# Inputs; lattice, stiffness and work function are rough monolayer-Sb values
density_cm2 = 1e14
density = density_cm2 * 1e4 * NM**2
height = 2.0
lattice = 0.41
buckling = 0.16
stiffness = 40.0
work_function = 4.0
area = np.sqrt(3) / 2 * lattice**2
s_net = -density

# Thin sheet: explicit reciprocal-space sum against the closed form
n = np.arange(1, 1000001, dtype=float)
sheet_sum = np.sum(s_net**2 * height / (4 * np.pi**2 * n**2))
sheet = background_energy(s_net, 0.0, height)
assert abs(sheet_sum / sheet - 1) < 2e-6  # truncated tail of the sum


# Finite profile: field quadrature minus direct open-kernel double sum
def gaussian(z, centre, width):
    return np.exp(-(z-centre)**2/(2*width**2)) / (width*np.sqrt(2*np.pi))


points = 2400
dz = height / points
z = (np.arange(points) + 0.5) * dz - height / 2
profile = np.zeros(points)
for centre in (-buckling / 2, buckling / 2):
    profile += s_net / 2 * gaussian(z, centre, 0.07)
    profile += 20 * (gaussian(z, centre, 0.05) - gaussian(z, centre, 0.08))
total_charge = profile.sum() * dz
second_moment = (profile * z**2).sum() * dz
neutral_density = profile - total_charge / height
field = np.cumsum(neutral_density) * dz - neutral_density * dz / 2
field -= field.mean()
periodic_energy = 0.5 * np.sum(field**2) * dz
distance = np.abs(z[:, None] - z[None, :])
open_energy = -0.25 * profile @ distance @ profile * dz**2
profile_difference = periodic_energy - open_energy
profile_formula = background_energy(total_charge, second_moment, height)
assert abs(profile_difference / profile_formula - 1) < 1e-3  # grid error


# Three-dimensional lattice of Gaussian atoms, strained along x only
def lattice_energy(strain, cell_height, cell_charge, core_charge):
    a1 = np.array([lattice * (1 + strain), 0.0])
    a2 = np.array([-lattice / 2 * (1 + strain), lattice * np.sqrt(3) / 2])
    recip = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T
    n_plane = 9
    n_z = int(np.ceil(130 * cell_height / (2 * np.pi)))
    i, j, k = np.meshgrid(np.arange(-n_plane, n_plane + 1),
                          np.arange(-n_plane, n_plane + 1),
                          np.arange(-n_z, n_z + 1), indexing="ij")
    gx = i * recip[0, 0] + j * recip[1, 0]
    gy = i * recip[0, 1] + j * recip[1, 1]
    gz = 2 * np.pi * k / cell_height
    g2 = gx**2 + gy**2 + gz**2
    phase = np.exp(-1j * gz * buckling / 2)
    phase = phase + np.exp(-2j*np.pi*(i/3 + 2*j/3) + 1j*gz*buckling/2)
    form = cell_charge / 2 * np.exp(-g2 * 0.07**2 / 2)
    form = form + core_charge * (np.exp(-g2 * 0.05**2 / 2)
                                 - np.exp(-g2 * 0.08**2 / 2))
    rho2 = np.abs(phase * form)**2
    keep = g2 > 1e-12
    volume = abs(np.linalg.det(np.array([a1, a2]))) * cell_height
    return np.sum(rho2[keep] / g2[keep]) / (2 * volume)


def lattice_stress(cell_height, core_charge, fixed_density=False):
    step = 1e-3
    energies = []
    for strain in (step, -step):
        charge = s_net * area * (1 + strain if fixed_density else 1)
        energies.append(lattice_energy(strain, cell_height, charge,
                                       core_charge))
    return (energies[0] - energies[1]) / (2 * step * area)


added_moment = s_net * (buckling**2 / 4 + 0.07**2)
for core in (0.0, 10.0):
    moment = added_moment + 2 * core * (0.05**2 - 0.08**2) / area
    for other in (3.0, 4.0):
        numeric = lattice_stress(height, core) - lattice_stress(other, core)
        formula = -(background_energy(s_net, moment, height)
                    - background_energy(s_net, moment, other))
        # finite-difference error and cancellation of in-plane terms
        assert abs(numeric - formula) < 1e-5
numeric_flip = (lattice_stress(height, 0.0, True)
                - lattice_stress(4.0, 0.0, True))
formula_flip = (background_energy(s_net, added_moment, height)
                - background_energy(s_net, added_moment, 4.0))
assert abs(numeric_flip - formula_flip) < 1e-5


# Free Sb atom: second moment of the electrons outside the effective core
def antimony_z2(basis):
    atom = gto.M(atom="Sb 0 0 0", basis=basis, ecp=basis, spin=3, verbose=0)
    solver = scf.UHF(atom)
    solver.conv_tol = 1e-9
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    dm = solver.make_rdm1()
    dm = dm[0] + dm[1]
    tensor = np.einsum("kij,ji->k", atom.intor("int1e_rr"), dm).reshape(3, 3)
    mean = np.trace(tensor) / 3
    assert np.max(np.abs(tensor - mean * np.eye(3))) < 1e-2 * mean
    return mean


z2_small = antimony_z2("def2-tzvp")
z2_atom = antimony_z2("def2-qzvp")
basis_shift = z2_atom / z2_small - 1
assert abs(basis_shift) < 0.03
# Omitted core shells: principal number, electrons, Slater screened charge
core_shells = [(1, 2, 51 - 0.30), (2, 8, 51 - 4.15),
               (3, 8, 51 - 11.25), (3, 10, 51 - 21.15)]
core_z2 = sum(count * (2*m + 1) * (2*m + 2) / (4 * (charge/m)**2) / 3
              for m, count, charge in core_shells)

neutral_moment = -2 * z2_atom * BOHR_NM**2 / area
mean_potential = -neutral_moment / (2 * height) * TO_VOLT


def stress_parts(cell_height):
    thin = -background_energy(s_net, 0.0, cell_height)
    thick = -background_energy(s_net, s_net*buckling**2/4, cell_height) - thin
    atoms = -background_energy(s_net, neutral_moment, cell_height) - thin
    return np.array([thin, thick, atoms]) * TO_N_PER_M


parts = stress_parts(height)
parts_tall = stress_parts(2 * height)

# False expansion if the lattice is relaxed with the thin-sheet term present
false_strain = -parts[0] / stiffness
relaxed = minimize_scalar(
    lambda e: stiffness * e**2 - parts[0] / (1 + e)**2,
    bounds=(-0.05, 0.05), method="bounded", options={"xatol": 1e-9}).x
assert abs(relaxed / false_strain - 1) < 0.03  # second order in strain

# False vacuum well seen by an electron, with hard walls at the layers
surface_field = density / 2 * TO_VOLT  # V/nm
well_depth = density * height / 8 * TO_VOLT
grid = 3000
step = height / (grid + 1)
x = np.arange(1, grid + 1) * step
potential = -density * TO_VOLT / 2 * x * (1 - x / height)
level = eigh_tridiagonal(HBAR2_OVER_M / step**2 + potential,
                         np.full(grid - 1, -HBAR2_OVER_M / (2 * step**2)),
                         select="i", select_range=(0, 0))[0][0]
zero_point = 0.5 * np.sqrt(density * TO_VOLT / height * HBAR2_OVER_M)
assert abs(level - (-well_depth + zero_point)) < 0.01  # small wall effect

print(f"Added electron density: {density_cm2:.1e} cm^-2")
print(f"Net charge magnitude: {density*const.e/NM**2*100:.3f} uC/cm^2")
print(f"Cell height: {height:.2f} nm")
print(f"Thin-sheet in-plane stress: {parts[0]:.4f} N/m")
print(f"Thin-sheet energy per area: {sheet*TO_N_PER_M:.4f} J/m^2")
print(f"Thin-sheet stress over height: {parts[0]/(height*NM)/1e9:.4f} GPa")
print(f"Thin-sheet stress at fixed density: {-parts[0]:+.4f} N/m")
print(f"Profile test, quadrature: {profile_difference*TO_N_PER_M:.5f} J/m^2")
print(f"Profile test, formula: {profile_formula*TO_N_PER_M:.5f} J/m^2")
print(f"Lattice constant (rough): {lattice:.2f} nm")
print(f"Buckling (rough): {buckling:.2f} nm")
print(f"Cell area: {area:.4f} nm^2")
print(f"Added electrons per cell: {density*area:.4f}")
print(f"Sb atom sum of <z^2>, def2-TZVP: {z2_small:.3f} bohr^2")
print(f"Sb atom sum of <z^2>, def2-QZVP: {z2_atom:.3f} bohr^2")
print(f"Basis shift of <z^2>: {100*basis_shift:.2f} percent")
print(f"Omitted core <z^2>, Slater estimate: {core_z2:.3f} bohr^2")
print(f"Omitted core relative size: {100*core_z2/z2_atom:.1f} percent")
print(f"Mean potential of neutral cell: {mean_potential:.3f} V")
print(f"Thickness stress: {parts[1]:.4f} N/m")
print(f"Neutral-atom stress: {parts[2]:.3f} N/m")
print(f"Sum of the three stresses: {parts.sum():.3f} N/m")
print(f"Height for comparison: {2*height:.2f} nm")
print(f"Thin-sheet stress at that height: {parts_tall[0]:.4f} N/m")
print(f"Thickness stress at that height: {parts_tall[1]:.4f} N/m")
print(f"Neutral-atom stress at that height: {parts_tall[2]:.3f} N/m")
print(f"C11 + C12 (rough): {stiffness:.0f} N/m")
print(f"False biaxial strain, first order: {100*false_strain:.3f} percent")
print(f"False biaxial strain, minimized: {100*relaxed:.3f} percent")
print(f"Surface field: {surface_field*10:.1f} MV/cm")
print(f"Vacuum-well depth at mid-cell: {well_depth:.3f} eV")
print(f"Zero-point energy in well: {zero_point:.3f} eV")
print(f"Lowest well level from layer potential: {level:.3f} eV")
print(f"Work function (rough): {work_function:.1f} eV")
print(f"Well level minus rough Fermi level: {level+work_function:.3f} eV")
print("all good")
```

It prints:

```
Added electron density: 1.0e+14 cm^-2
Net charge magnitude: 16.022 uC/cm^2
Cell height: 2.00 nm
Thin-sheet in-plane stress: -0.2416 N/m
Thin-sheet energy per area: 0.2416 J/m^2
Thin-sheet stress over height: -0.1208 GPa
Thin-sheet stress at fixed density: +0.2416 N/m
Profile test, quadrature: 0.36277 J/m^2
Profile test, formula: 0.36285 J/m^2
Lattice constant (rough): 0.41 nm
Buckling (rough): 0.16 nm
Cell area: 0.1456 nm^2
Added electrons per cell: 0.1456
Sb atom sum of <z^2>, def2-TZVP: 19.761 bohr^2
Sb atom sum of <z^2>, def2-QZVP: 19.765 bohr^2
Basis shift of <z^2>: 0.02 percent
Omitted core <z^2>, Slater estimate: 0.721 bohr^2
Omitted core relative size: 3.6 percent
Mean potential of neutral cell: 3.440 V
Thickness stress: -0.0046 N/m
Neutral-atom stress: -0.551 N/m
Sum of the three stresses: -0.797 N/m
Height for comparison: 4.00 nm
Thin-sheet stress at that height: -0.4832 N/m
Thickness stress at that height: -0.0023 N/m
Neutral-atom stress at that height: -0.276 N/m
C11 + C12 (rough): 40 N/m
False biaxial strain, first order: 0.604 percent
False biaxial strain, minimized: 0.593 percent
Surface field: 90.5 MV/cm
Vacuum-well depth at mid-cell: 4.524 eV
Zero-point energy in well: 0.415 eV
Lowest well level from layer potential: -4.109 eV
Work function (rough): 4.0 eV
Well level minus rough Fermi level: -0.109 eV
all good
```
